Choosing the capacitance guess in a constant-potential charge loop

**What the setting does**

A constant-potential calculation looks for the number of electrons that brings the Fermi level of a supercell to a chosen value. One way is an outer loop around an ordinary fixed-charge calculation: solve at the present charge, read the Fermi level, correct the charge, repeat. The setting discussed here is the capacitance C_g that turns a Fermi-level error into a charge correction.

If the true differential capacitance C at the solution is positive, each update multiplies a small charge error by 1 − C_g/C. The loop therefore converges linearly, or faster, when

0 < C_g < 2C,

and does not converge linearly outside this window. For constant capacitance the condition holds for every starting charge. For varying capacitance it is local, and a distant start can fail inside the window.

**Conventions and the update**

Let N be the number of excess electrons in a supercell of area A, and E_F(N) the Fermi level after the inner calculation has converged. E_F is measured from a fixed reference in the electrolyte and set to zero for the neutral cell. The reference must not move with N, or the target E_t has no fixed meaning. The electrode potential from the point of zero charge (PZC) is U = −E_F/e, with e > 0.

The capacitance per area, C, is defined by

dE_F/dN = e²/(CA) = 1/K, K = CA/e².

K is the number of electrons needed to raise the Fermi level by one unit of energy. With C in F/m², A in m² and e in coulombs, its value in electrons per eV is CA/e. It grows with the cell area, so a guess entered in electrons per eV must be rescaled when the supercell is enlarged; a guess per area need not be.

With K_g = C_g A/e², the update is

N_{k+1} = N_k − K_g [E_F(N_k) − E_t].

If the Fermi level is too high, electrons are removed. Since E_F − E_t = −e(U − U_t), the same update in terms of potential is

N_{k+1} = N_k + K_g e(U_k − U_t).

Confusing these two signs has the same effect as a negative guess.

**Why the window has two edges**

Let N* satisfy E_F(N*) = E_t, and let δ_k = N_k − N*. Assume that K is positive and continuous. Integrating the slope of the Fermi level from N* to N_k gives

E_F(N_k) − E_t = ∫ from N* to N_k of dN/K(N) = δ_k ⟨1/K⟩_k,

where the brackets denote the mean over that interval. Subtracting N* from both sides of the update and inserting this result gives

δ_{k+1} = δ_k − K_g δ_k ⟨1/K⟩_k = (1 − K_g ⟨1/K⟩_k) δ_k.

No small-error approximation has been made. If K is constant, repeated use gives

δ_k = (1 − K_g/K)^k δ_0.

For a nonzero initial error this tends to zero if and only if

−1 < 1 − K_g/K < 1.

Subtracting 1 and multiplying by −1, which reverses the inequalities, gives 0 < K_g/K < 2. Because K > 0, and because the same factor A/e² relates both K's to their C's, this is 0 < C_g < 2C.

The lower edge is a matter of direction: a negative guess moves the charge away from the solution. The upper edge is a matter of overshoot. At C_g = C a linear system reaches the target in one update. At C_g = 2C it lands equally far away on the other side, and beyond that it lands farther away.

When K varies, ⟨1/K⟩_k tends to 1/K(N*) as N_k approaches N*, so the local factor is 1 − C_g/C with C taken at the solution. If its magnitude exceeds one, sufficiently small nonzero errors grow; the loop can then end at N* only by landing on it at some update. At C_g = 0 the charge never moves. At C_g = 2C the ratio of successive errors tends to −1 near the solution, which excludes linear convergence, though not every slower kind.

If C were negative, the condition |1 − C_g/C| < 1 would require 2C < C_g < 0. The rule for a positive guess therefore rests on a positive true capacitance.

**The special case C_g = C**

Assume that E_F has a continuous third derivative, and write E″ for its second derivative at N*. Then

E_F(N* + δ) − E_t = δ/K + ½E″δ² + O(δ³).

Setting K_g = K in the update cancels the linear term:

δ_new = δ − K[δ/K + ½E″δ²] + O(δ³) = −½KE″δ² + O(δ³).

If E″ is not zero, halving a small error should divide the next one by about four.

**When a distant start is safe**

Take the interval centred on N* that extends a distance |δ_0| to each side. Let K_min and K_max be the smallest and largest K on it. Since ⟨1/K⟩ lies between 1/K_max and 1/K_min, the condition 0 < K_g < 2K_min gives

0 < K_g/K_max ≤ K_g⟨1/K⟩ ≤ K_g/K_min < 2.

Hence |δ_1| ≤ q_I |δ_0|, where q_I is the larger of |1 − K_g/K_max| and |1 − K_g/K_min|, and q_I < 1. The new charge is still inside the interval, so the argument repeats and the error tends to zero. This criterion is sufficient, not necessary.

**A capacitance that varies strongly**

Graphene in contact with an aqueous electrolyte shows why the distinction matters. The model is a supercell of 25 primitive cells, with A = 1.3102 nm², in nearest-neighbour tight binding at 300 K. The bands are rigid: charging fills them without changing their shape. The countercharge sits across a compact layer of thickness d = 0.3 nm and relative permittivity ε_r = 6.

If μ is the band filling measured from the band crossing, then

E_F = μ(N) + N/K_H, K_H = C_H A/e², C_H = ε_r ε₀/d.

The second term has the sign of N because excess electrons raise the electron's electrostatic energy in the sheet and missing electrons lower it. Differentiation gives

1/K = dμ/dN + 1/K_H = 1/K_Q + 1/K_H,

where K_Q = dN/dμ is the quantum capacitance in electrons per unit energy. For a state of energy ε, the occupation is f = 1/(1 + e^x) with x = (ε − μ)/kT. Since dx/dμ = −1/kT,

df/dμ = (1/kT) e^x/(1 + e^x)² = f(1 − f)/kT.

K_Q is the sum of this positive quantity over states and spins, so K is positive in this model.

The behaviour near the PZC follows from the band crossing. The band energies are ±t|1 + e^{iφ₁} + e^{iφ₂}|, where t is the hopping and φ₁, φ₂ are the phases along two lattice vectors at 60°. At a crossing the three terms are unit numbers at 120° to each other. Shifting the phases by u and v leaves, to first order, a sum of squared magnitude u² + v² − uv. With u = ak_x and v = a(k_x/2 + √3k_y/2), this equals ¾a²|k|². Thus |ε| = w|k|, with w = (√3/2)at.

Two spins and two valleys give 4A·πk²/(2π)² = Aε²/(πw²) states between the crossing and |ε|, hence a density of states 2A|ε|/(πw²). Weighting it by −df/dε and integrating by parts on each side of the crossing gives

K_Q = [2A/(πw²)] [∫ from 0 to ∞ of f dε + ∫ from −∞ to 0 of (1 − f) dε].

The integrals are kT ln(1 + e^{μ/kT}) and kT ln(1 + e^{−μ/kT}). Their sum gives

K_Q = [2AkT/(πw²)] ln[2 + 2cosh(μ/kT)].

This cone approximation is smallest at μ = 0 and rises with |μ|. A guess suited to a charged sheet may therefore be far too large near neutrality.

**A run at −0.6 V**

For t = 2.8 eV, a = 0.246 nm and E_t = +0.60 eV, solving the model directly for μ gives N* = 0.2310 electrons and μ = 0.4405 eV. The compact layer has 17.71 µF/cm² and the full tight-binding bands give a quantum capacitance of 12.73 µF/cm²; the cone formula gives 12.63. The band sum uses a 300 × 300 k-mesh; a 1000 × 1000 mesh raises the quantum capacitance here by about 0.003 µF/cm² and lowers the total capacitance of the neutral sheet by about the same amount. The values below are those of the 300 × 300 mesh. At mesh convergence the quantum capacitance rounds to 12.74 µF/cm² and 2C to 14.82 µF/cm², and the quoted Fermi-level errors of the failed runs move by less than 0.001 eV. In series,

1/C = 1/17.71 + 1/12.73 = 0.1350 cm²/µF, so C = 7.41 µF/cm².

The window is therefore 0 < C_g < 14.81 µF/cm². A guess of 5 µF/cm² equals 0.4089 electrons/eV and has local factor 1 − 5/7.41 = 0.325. From neutrality, the first update is

N_1 = 0 − 0.4089 × (−0.600) = 0.2453 electrons.

The mean of 1/K over this first interval is 0.600/0.2310 = 2.597 eV per electron, so the factor is 1 − 0.4089 × 2.597 = −0.062. The step slightly overshoots. Later errors shrink by factors approaching 0.325, and after six updates the Fermi-level error is below 10⁻⁴ eV. Here 5 µF/cm² exceeds twice the neutral capacitance of 0.97 µF/cm², so the interval criterion is not met, yet the run converges.

The layer capacitance may look like a natural guess, but C_H/C = 2.39 lies outside the window. Started from neutrality, the loop ends by alternating between −1.096 and 2.253 electrons.

Being inside the window is not enough either. With C_g = 1.9C, a start with a Fermi-level error near 0.01 eV reaches 10⁻⁶ eV in 88 updates, whereas a neutral start ends in a cycle with errors of ±1.128 eV. The equal magnitudes follow from the update. Returning to the same charge after two updates requires −K_g(E_1 + E_2) = 0 for the two errors, so E_2 = −E_1. The charge changes by −K_g E_1 while the error changes by −2E_1, so the mean slope across the cycle is 2/K_g. In any such cycle the capacitance averaged in this way is therefore half the guess.

Changing the target can also invalidate a good guess. At the PZC the old value, 7.41 µF/cm², is 7.6 times the new capacitance. Starting from the old charge, the loop is still 0.403 eV from its target after 80 updates. With 1.9 times the PZC capacitance, which is also the minimum over the interval used, the same start converges. With 2.1 times it, an error of about 0.03 eV remains after 150 updates.

**Choosing and correcting the guess**

Let q = |1 − C_g/C|. Near the solution and for 0 < q < 1, reducing an error E_0 to a tolerance τ < E_0 requires q^k E_0 ≤ τ. Taking logarithms and dividing by the negative number ln q reverses the inequality:

k ≥ ln(τ/E_0)/ln q.

For a reduction from 0.01 to 10⁻⁶ eV, C_g/C = 0.5 and 1.5 both need 14 updates, while 0.25 needs 33. A low guess costs time; a guess above 2C loses convergence.

Suppose C at the solution is known to lie between C_low and C_high. The largest factor magnitude is least when the two end values balance:

1 − C_g/C_high = C_g/C_low − 1.

The left side falls with C_g and the right side rises, so their crossing is the best compromise:

C_g = 2C_low C_high/(C_low + C_high), q_max = (C_high − C_low)/(C_high + C_low).

For a range of 5.85 to 7.41 µF/cm², this gives C_g = 6.54 µF/cm² and q_max = 0.12. It optimizes local convergence and does not replace the interval criterion.

A run also reports on its own capacitance. Let ρ = E_{k+1}/E_k be the ratio of successive Fermi-level errors. The charge changed by −K_g E_k and the error by (ρ − 1)E_k. Dividing gives the capacitance averaged over that step:

C_step = C_g/(1 − ρ).

In the run above, the errors 0.000834 and 0.000271 eV give ρ = 0.325 and C_step = 5/0.675 = 7.41 µF/cm². This can serve as the guess for a restart near the same target, provided that the difference E_k − E_{k+1} is much larger than the fluctuations of the inner-calculation error. Otherwise C_step is mostly noise and can even be negative.

In practice:

1. Start with a positive guess, low if the capacitance is poorly known.
2. Converge the inner calculation, then test |E_F − E_t|.
3. If the errors keep one sign and shrink slowly, raise C_g towards C_step, but only once the error is small and C_step has settled. Far from the solution C_step can exceed 2C there, as when a charged sheet is brought to the PZC.
4. If they alternate without shrinking, halve C_g and restart from the charge with the smallest error. More than one halving may be needed.
5. Reconsider C_g whenever the target changes.

**Errors from the inner calculation**

Suppose the reported Fermi level is wrong by at most η. For constant K and 0 < C_g < 2C,

|δ_{k+1}| ≤ q|δ_k| + K_g η.

Repeated substitution adds K_g η(1 + q + q² + …), so the bound on the remaining charge error tends to

K_g η/(1 − q).

For C_g ≤ C, 1 − q = K_g/K and the bound is Kη. For C ≤ C_g < 2C, it is K_g η/(2 − C_g/C), which grows without limit at the upper edge. With η = 10⁻⁴ eV the bounds are 6.1×10⁻⁵ electrons at C_g/C = 0.5 and 1.8×10⁻⁴ at 1.5. In the graphene model a steady inner error reaches the first and an alternating one the second.

Dividing the charge bound by K and adding η bounds the reported Fermi-level error: 2η in the first case and 4η in the second. A stopping tolerance above that value is sure to be reached in the linear regime; for a smaller one this bound gives no guarantee.

**How far the example resembles an electrode**

The hopping and layer parameters are rough typical values, and the capacitances are model results, not measurements. At the solution the surface charge is negative, with magnitude 2.8 µC/cm², and the layer field has magnitude 5.3 MV/cm. For a rough water dipole of 1.9 D, the alignment energy is 0.81 kT, so a field-independent permittivity is questionable. With the target and other parameters fixed, lowering the permittivity to 4 reduces C to 5.85 µF/cm² and C_H/C to 2.02. The layer-capacitance guess is then only just outside the window, but the failure is not small: from neutrality the loop ends in a cycle with errors of ±1.50 eV. A 15% larger band velocity gives 6.46 µF/cm², and a diffuse layer for a 1 mol/L salt gives 7.11. Heating to 350 K hardly changes C at this target. Charge puddles matter at the PZC: averaging the quantum capacitance over a 0.05 eV spread raises C there from 0.97 to 1.43 µF/cm². If the PZC is taken to lie near 0 V on the standard hydrogen scale, the −0.6 V target is below the reversible hydrogen potential at pH 7, about −0.42 V, so a Faradaic current is thermodynamically possible; the model has none. The failed cycle with C_g = C_H reaches 52 MV/cm and should be read as an algorithmic failure, not as an electrode state.

The numerical output below gives the full sequence of charges and the measured error factors.

Computed results

```
Supercell: 25 cells, area 1.3102 nm2, hopping 2.8 eV
Lattice constant 0.246 nm, T 300 K, kT 0.02585 eV
Layer: 0.3 nm, relative permittivity 6.0
Target Fermi level 0.60 eV (electrode -0.60 V from PZC)
Direct solution: N* 0.230999 electrons, band filling 0.44048 eV
Compact-layer capacitance 17.708 uF/cm2
Quantum capacitance 12.733 uF/cm2; cone formula 12.626
True C 7.4069 uF/cm2 = 0.60571 electrons/eV; 2C 14.8138 uF/cm2
C by finite difference 7.4069 uF/cm2; relative k-mesh change 1.4e-04
Run: guess 5.0 uF/cm2 = 0.40888 electrons/eV, factor 0.3250, tolerance 1e-4 eV
  step 0: N 0.000000, E_F - target -0.600000 eV
  step 1: N 0.245331, E_F - target +0.023449 eV
  step 2: N 0.235743, E_F - target +0.007808 eV
  step 3: N 0.232550, E_F - target +0.002558 eV
  step 4: N 0.231504, E_F - target +0.000834 eV
  step 5: N 0.231164, E_F - target +0.000271 eV
  step 6: N 0.231053, E_F - target +0.000088 eV
First-step factor: loop -0.06204, from mean inverse C -0.06204
  C_g/C -0.20: measured factor +1.20000; error grows
  C_g/C +0.25: measured factor +0.75000; updates 0.01 to 1e-6 eV: 33, predicted 33
  C_g/C +0.50: measured factor +0.50000; updates 0.01 to 1e-6 eV: 14, predicted 14
  C_g/C +1.50: measured factor -0.50000; updates 0.01 to 1e-6 eV: 14, predicted 14
  C_g/C +1.90: measured factor -0.89999; updates 0.01 to 1e-6 eV: 88, predicted 88
  C_g/C +2.10: measured factor -1.09998; error grows
  C_g/C +2.50: measured factor -1.49992; error grows
C_g = 2C: error after 40 updates / initial error 1.00089
C_g = C: halving the old error divides the new error by 3.967
C_g = layer C, C_g/C 2.391: N alternates -1.0957 and 2.2532
C_g/C 1.90 from neutral: final errors +1.1280, -1.1280 eV (no convergence)
PZC: minimum C 0.9737 uF/cm2; old C / new C 7.607
PZC final |error|: 1.9 Cmin 8.63e-07 eV, 2.1 Cmin 0.0267 eV
PZC with C from the old target: final |error| 0.4034 eV
Inner error 1e-4 eV, C_g/C 0.5: charge error 6.057e-05, bound 6.057e-05 electrons
Inner error 1e-4 eV, C_g/C 1.5: charge error 1.817e-04, bound 1.817e-04 electrons
Layer field at N* 5.317 MV/cm; in failed cycle 51.86 MV/cm
Surface charge 2.825 uC/cm2; water dipole (1.9 D) energy/kT 0.814
  diffuse layer, 1 mol/L, permittivity 78: C 7.114 uF/cm2, layer C/C 2.489
  layer permittivity 4: C 5.846 uF/cm2, layer C/C 2.019
  band velocity +15%: C 6.457 uF/cm2, layer C/C 2.742
  temperature 350 K: C 7.404 uF/cm2, layer C/C 2.392
PZC with 0.05 eV puddles: C 1.428 uF/cm2
Reversible hydrogen potential at pH 7: -0.417 V vs SHE
```
